The Roentgen interaction and the aberration of light from a moving atom, part 2

An atom of total mass M and zero total charge drifts with velocity V = cβ, β ≪ 1, and emits one photon. The question is whether the coupling d·E, taken at the moving position, gives the emission pattern correctly to first order in β, or whether the Roentgen interaction d·(V×B) is also required. Expanding the coupling of the point charges gave

L_int = d·E + d·(V×B).

Units are Hartree atomic units with 4πε₀ = 1; c is the speed of light. The transition is electric dipole, between internal states of definite and opposite parity, and recoil is neglected. The transition dipole d may be complex, and ω₀ is the transition frequency at rest. The photon has direction n, real polarisation e perpendicular to n, frequency ω and wavevector k = ωn/c, whose magnitude is also written k. With x = n·β, the amplitude is proportional to F(e), and

F(e) = (1 − n·β) d·e + (d·n)(β·e),
ω = ω₀/(1 − n·β).

With d·E alone, F(e) is replaced by d·e and the frequency condition is the same. The golden rule gives the number of photons per unit solid angle and unit laboratory time:

dΓ/dΩ = [ω₀³/(2πc³)] W(n),
W(n) = (1 − x)⁻⁴ Σ_e |F(e)|².

At rest W = |d|² − |d·n|².

The example, called the harmonic or model atom, is two opposite unit charges bound by an isotropic harmonic force, with ω₀ = 0.1 hartree, light mass 1 and total mass 50000 electron masses. Its speed is 1 atomic unit along x, and it falls from one oscillator quantum along z to the ground state, with |d| = 2.236 atomic units and c = 137.036.

Two earlier checks reappear in the final numerical list. The Lagrangian test compares the first-order coupling of the point charges, minus d·E and the total time derivative of d·A (A is the vector potential), with d·(V×B). The amplitude test compares F with the p·A matrix element, keeping the full plane wave at both charges.

Q: Reduce this to first order in β, so that it can be compared with relativity.

A: The square of F contains

|F|² = (1 − 2x)|d·e|² + 2Re{(d·n)*(d·e)(β·e)} + O(β²).

The polarisation sums are

Σ_e |d·e|² = |d|² − |d·n|²,
Σ_e (d·e)(β·e) = d·β − (d·n)x.

Both express that e covers the plane perpendicular to n. Multiplication by (1 − x)⁻⁴ = 1 + 4x + O(β²) gives

W(n) = (1 + 2x)(|d|² − |d·n|²) + 2Re{(d·n)*[d·β − (d·n)x]} + O(β²).

Q: Now do the relativistic calculation without using the laboratory coupling.

A: In the rest frame the pattern is W₀(n′) = |d|² − |d·n′|². The number of emitted photons does not depend on the frame, but the directions, solid angles and times do. With γ = 1/√(1 − β²) and dt = γ dt′,

W_rel(n) = γ⁻¹ (dΩ′/dΩ) W₀(n′).

The factor γ⁻¹ differs from 1 by O(β²). To first order the Lorentz transformation of the photon gives

k′ = k − (ω/c)β,  ω′ = ω(1 − x).

Dividing ck′ by ω′ gives aberration:

n′ = (n − β)(1 + x) = n − β + nx + O(β²).

For the solid angle, let μ be the cosine of the angle between n and β. The component of n′ along β is μ′ = μ − β + βμ², and the azimuth does not change. Hence

dΩ′/dΩ = dμ′/dμ = 1 + 2βμ = 1 + 2x.

For the pattern,

d·n′ = d·n − [d·β − (d·n)x],
|d·n′|² = |d·n|² − 2Re{(d·n)*[d·β − (d·n)x]}.

Inserting these into W_rel gives

W_rel(n) = (1 + 2x)(|d|² − |d·n|²) + 2Re{(d·n)*[d·β − (d·n)x]} + O(β²).

This is the W(n) found from the Roentgen Hamiltonian. The factor 1 + 2x is the crowding of directions towards V. The other term is the change of the dipole pattern because each direction n corresponds to a different rest-frame direction n′.

Q: You used the same d in both frames. Could a change of d at first order spoil the comparison?

A: Length contraction changes d by a relative O(β²). Simultaneity needs more care. Events at the two charges that are simultaneous in the laboratory are separated in rest-frame time by about β·ρ/c, where ρ is the separation of the charges. This changes the separation by about ρ̇(β·ρ)/c. That is first order in β, but it contains two internal vectors and has even parity. It has no matrix element in the transition considered here.

Q: The agreement shows that the Roentgen term is sufficient. I asked whether it is necessary.

A: Without it the pattern is

W_E(n) = (1 + 4x)(|d|² − |d·n|²) + O(β²).

Subtract this from W(n):

W − W_E = −2x(|d|² − |d·n|²) + 2Re{(d·n)*(d·β)} − 2x|d·n|².

The terms with x|d·n|² cancel, leaving

W − W_E = −2x|d|² + 2Re{(d·n)*(d·β)} = −2n·u,

u = β|d|² − Re{d*(d·β)} = Re{d*×(β×d)}.

So the Roentgen contribution at first order is a simple term that changes sign when n is reversed. Its strength follows from

β·u = β²|d|² − |d·β|² = |β×d|².

If β×d is not zero, u is not zero and W_E is wrong at first order. If β×d = 0, then u = 0 and d·E alone gives the right first-order pattern. The condition is therefore complete: the Roentgen interaction is required unless the dipole is parallel to the velocity.

Q: Show me that the order of the error is really different.

A: The golden-rule pattern was compared with the rest-frame pattern carried over by the full Lorentz transformation. A complex dipole in general position was used, with 150 directions. The largest errors in W, relative to |d|², were:

with the Roentgen term: 1.92 × 10⁻⁴ at β = 0.01 and 1.90 × 10⁻⁶ at β = 0.001;
with d·E alone: 1.38 × 10⁻² at β = 0.01 and 1.33 × 10⁻³ at β = 0.001.

A tenfold reduction of β lowers the first error by a factor of 101 and the second by 10.4. The first is thus of second order and the second of first order. For a dipole parallel to V, the error of d·E alone falls by a factor of 100, as the exceptional case demands.

Q: Let me see it in the harmonic atom, where I can follow the arithmetic.

A: Its dipole lies along z, its velocity along x, and

β = 1/137.036 = 0.007297.

At rest, integration over the sphere gives ∫(|d|² − |d·n|²)dΩ = (4π − 4π/3)|d|² = 8π|d|²/3. The decay rate is

Γ₀ = 4ω₀³|d|²/(3c³) = 4 × 0.001 × 5.00/(3 × 137.036³) = 2.591 × 10⁻⁹ atomic units,

or 1.071 × 10⁸ s⁻¹.

In the forward direction d·n = 0 and x = β. The polarisation along z gives F = (1 − β)d, and the other gives zero. Relative to the value at rest,

with the Roentgen term: (1 − β)⁻² = 1.01476,
with d·E alone: (1 − β)⁻⁴ = 1.02973.

Backward, β changes sign and the values are 0.98556 and 0.97134. The asymmetry, forward minus backward divided by their sum, is 0.01459 with the Roentgen term and 0.02918 without it. The full Lorentz transformation gives 0.01459. To first order these are 2β and 4β, so omission of the term doubles the asymmetry. These are counts per unit time of emission. A detector that times the arrivals from one moving atom sees one more factor (1 − x)⁻¹ in both cases, and the asymmetries become 3β and 5β.

Q: That is a question of brightness. Aberration is about direction. Does anything point the wrong way?

A: The dark direction does. At rest this dipole does not emit along z. Tilt the line of sight by δ towards V and take the polarisation in the same plane:

n = (sin δ, 0, cos δ),  e = (cos δ, 0, −sin δ).

With d = |d| along z,

F = |d|[(1 − β sin δ)(−sin δ) + β cos²δ]
 = |d|[−sin δ + β(sin²δ + cos²δ)]
 = |d|(β − sin δ).

The polarisation along y gives zero because both d and β are perpendicular to it. The dark direction therefore satisfies

sin δ = β.

A photon emitted along z in the rest frame has the laboratory direction cosine β along x, which is the same condition. Both calculations give a tilt of 7.297 mrad. With d·E alone, F = −|d| sin δ and the dark direction stays on the z axis.

Q: On the z axis the correct intensity is then of order β². How can a second-order intensity be evidence for a first-order effect?

A: At that one point the intensity is indeed second order. The amplitude there is β|d|, which is first order. Near the axis the intensity is approximately

|d|²(sin δ − β)² = |d|²(sin²δ − 2β sin δ + β²).

For a fixed small angle δ, the middle term is first order and belongs to the pattern already compared. It is the term −2n·u, since u = β|d|² here. The last term completes the square and makes the zero visible.

Q: Does the wrong pattern have a mechanical consequence, or is it only a matter for a distant detector?

A: It gives the wrong force. A photon carries momentum (ω/c)n. In the rest frame the dipole pattern is equal in opposite directions, so the mean photon momentum is zero, and each photon has energy ω₀. Transformation to the laboratory gives, to first order,

⟨k⟩ = (ω₀/c)β = ω₀V/c².

With d·E alone the pattern contains the extra part +2n·u. Because ∫ n(n·u)dΩ = 4πu/3, this adds 8πu/3 to the integral of nW. The normalising integral is 8π|d|²/3 and has no first-order change, since odd terms vanish on the sphere. Thus

⟨k⟩_E = (ω₀/c)(β + u/|d|²).

For d perpendicular to V, u = β|d|² and the momentum is doubled. For d parallel to V it is correct. The mean over three perpendicular dipole axes, one of them along V, is (1 + 2 + 2)/3 = 5/3 of the correct value. In units of ω₀V/c², the numerical results without the Roentgen term are 2.0001, 1.0001 and 1.6667 for these three cases. With it, the value for the perpendicular dipole is 1.0001.

Q: Even the correct value is not zero. The photon carries away forward momentum, so the atom must slow down. Is that not a friction force in empty space?

A: The atom loses momentum, but it also loses the mass ω₀/c². Its mean velocity afterwards is

(MV − ω₀V/c²)/(M − ω₀/c²) = V.

There is no mean deceleration. The Hamiltonian used here has a fixed mass M in both internal states. If its final momentum is divided by that same M, a false slowing appears. The change of mass has to be included in this last step.

With d·E alone, the excess momentum (ω₀/c)u/|d|² has no such explanation. It would decelerate the atom on average, and for a dipole oblique to V it would also push the atom sideways, since u is then not parallel to β. In the rest frame the symmetric pattern allows no mean force.

Q: Could I have found the error from the lifetime?

A: Not at first order. The first-order terms in W and W_E are odd under reversal of n and vanish in the total rate. For the model atom the total rates, relative to rest, are 1.000053 with the Roentgen term and 1.000213 without it. Both differ from 1 at order β² = 5.3 × 10⁻⁵.

Q: A moving clock runs slow, so the decay rate should fall. Your rate of 1.000053 rises. Something is wrong even with the Roentgen term.

A: It is wrong at second order, where the calculation makes no claim. For d perpendicular to V the fault can be identified. Put D = 1 − x. Since d·β = 0, the vector multiplying e in F is

G = Dd + (d·n)β,

and G·n = D(d·n) + (d·n)x = d·n. Therefore

Σ_e |F|² = |G|² − |G·n|² = D²|d|² − (1 − β²)|d·n|²,

W = D⁻²[|d|² − |d·n|²/(γ²D²)].

In the full Lorentz transformation, the photon momentum perpendicular to V is unchanged and ω′ = γωD. Hence d·n′ = d·n/(γD). Also μ′ = (μ − β)/(1 − βμ), whose derivative gives dΩ′/dΩ = 1/(γ²D²). So

W_rel = γ⁻³D⁻²[|d|² − |d·n|²/(γ²D²)] = W/γ³.

The shape is right and the strength is too large by γ³. The nonrelativistic Hamiltonian uses the internal frequency ω₀ where a moving clock has ω₀/γ, and the prefactor contains ω₀³. The correct total rate is Γ₀/γ, so the uncorrected one is γ³/γ = γ² times Γ₀, which is 1 + β² to this order. That is the printed 1.000053.

Q: And where should I stop trusting the first-order result?

A: At high speed, the neglected β² terms set the limit. At low speed, two neglected effects set limits. The finite size of the atom changes the emission strength by a relative amount of about (kρ)², even at rest, so β must be much larger than this if the first-order terms are to be the leading correction to the strength in a given direction. In the model atom at rest this change is the same in all directions, so the shape of the dipole pattern is not affected. For the model atom (k|d|)² is about 2.7 × 10⁻⁶, far below β. This holds because the model atom is fast: 1 atomic unit is about 2190 km/s, twice its internal rms speed of 0.5 atomic units. At 300 K the same mass has β of about 1.7 × 10⁻⁶, below (k|d|)². The finite-size change of the strength is then comparable with the first-order terms, but the forward-backward asymmetry is still 2β to a few parts in 10⁶. Recoil changes the strength by a relative amount of order ω₀/(2Mc²), the same in all directions at rest, so β must also exceed this if the first-order terms are to be the leading correction to the strength. The asymmetry 2β and the tilt β of the model atom are altered only by that relative amount, even below the recoil speed. In the model atom the relative recoil shift of a forward photon is 5.4 × 10⁻¹¹, far below β² as well as β. The transition must also be electric dipole between states of definite parity, and the coupling weak enough for the golden rule. The numerical output lists the values for this atom and for the general dipole.

Calculated quantities

```
speed of light: 137.0360 a.u.
transition frequency omega0: 0.100 hartree
atomic mass: 50000 electron masses
light-particle mass: 1 electron mass
atomic speed V: 1.000 a.u.
beta = V/c: 0.007297
beta squared: 5.325e-05
transition dipole size: 2.2361 e*bohr
decay rate at rest: 2.5907e-09 a.u.
decay rate at rest: 1.0710e+08 1/s
relative recoil shift, forward photon: 5.40e-11
Lagrangian test at one instant (a.u.):
  point charges minus d.E and total derivative: -3.62681912
  d.(V x B): -3.62681912
Amplitude test, model atom, relative to omega*|d|:
  largest error of Roentgen amplitude: 1.34e-06
  largest Roentgen part: 7.27e-03
Largest pattern error against exact boost, generic dipole,
in units of |d|^2 (beta = 0.01, beta = 0.001, ratio):
  with Roentgen: 1.920e-04 1.899e-06 101.1
  d.E only: 1.382e-02 1.330e-03 10.39
  d.E only, d parallel V: 2.501e-04 2.500e-06 100.0
Model atom, d along z, V along x.
Emission per solid angle / rest value (forward, backward):
  with Roentgen: 1.014756 0.985564
  d.E only: 1.029730 0.971335
  exact boost: 1.014675 0.985485
Forward-backward asymmetry (F-B)/(F+B):
  with Roentgen: 0.014594
  d.E only: 0.029182
  exact boost: 0.014594
Tilt of dark direction from z towards V (mrad):
  with Roentgen: 7.2974
  d.E only: 0.0000
  exact boost: 7.2974
Mean photon momentum along V, units of omega0*V/c^2:
  with Roentgen: 1.0001
  d.E only: 2.0001
  d.E only, d parallel V: 1.0001
  d.E only, mean over d axes: 1.6667
Total rate / rest rate:
  with Roentgen: 1.000053
  d.E only: 1.000213
gamma cubed: 1.000080
```
